\section*{Why the modified Becke-Johnson potential gives gaps but no relaxation energy}

\section*{Question}

I compute band gaps of semiconductors and insulators with the modified Becke-Johnson (mBJ) potential, because it improves on the LDA gap at nearly the same cost. My structures come from another functional. It seems more consistent to relax them with mBJ as well: the self-consistent cycle converges, the density is available, the electrostatic force on each nucleus can be evaluated, and a total energy is printed. I have read that this is not allowed because mBJ ``is not a functional derivative''. What does that mean in a form that can be checked, and does it do any harm of noticeable size to the forces?

\section*{Answer}

A gap formed from Kohn-Sham eigenvalues needs a potential. A relaxation needs an energy whose slopes are the forces. The second requirement can be checked by carrying a density around a closed path and adding up the work done by the potential.

\subsection*{The potential and the criterion}

I use Hartree atomic units and closed shells. Let $n$ be the total density, $\rho=n/2$ the density of one spin, and $\tau=\sum_i|\nabla\psi_i|^2$ the sum over the occupied orbitals of one spin. The mBJ exchange potential is
\begin{equation}
v_x=c\,v_{\rm BR}+(3c-2)K\sqrt{\tau/\rho},\qquad K=\frac1\pi\sqrt{\frac5{12}} .
\label{mbj}
\end{equation}
The Becke-Roussel part $v_{\rm BR}$ models the potential of the exchange hole:
\begin{align}
v_{\rm BR}&=-\frac{1-e^{-x}-\tfrac12xe^{-x}}{b},\qquad b^3=\frac{x^3e^{-x}}{8\pi\rho},\\
\frac{xe^{-2x/3}}{x-2}&=\frac{2\pi^{2/3}\rho^{5/3}}{3Q},\qquad
Q=\frac16\left[\nabla^2\rho-2\gamma\left(\tau-\frac{|\nabla\rho|^2}{4\rho}\right)\right],
\end{align}
with $\gamma=0.8$. In a crystal, $c$ is obtained from a cell average of $|\nabla n|/n$. Here it is a given number; the effect of recalculating it is discussed below.

The factor $3c-2$ preserves the uniform-gas limit. There $\tau/\rho=\tfrac35k_F^2$, so the second term is $(3c-2)k_F/(2\pi)$, while $v_{\rm BR}\approx-3k_F/(2\pi)$. To the same approximation, the sum is $-k_F/\pi$ for any $c$, which is LDA exchange. The correct limit does not make the potential a derivative for non-uniform densities.

Suppose that $v_x=\delta E_x/\delta n$. Along a path $n_t$ with $0\le t\le1$, the chain rule gives
\begin{equation}
W=\int_0^1\!dt\int v_x[n_t](\mathbf r)\,\partial_tn_t(\mathbf r)\,d^3r
=\int_0^1\frac{dE_x[n_t]}{dt}\,dt=E_x[n_1]-E_x[n_0].
\label{work}
\end{equation}
The right-hand side knows only the end points. If two paths between the same densities give different $W$, no functional $E_x$ exists. Adding a density-dependent constant to $v_x$ cannot repair this at fixed electron number, because $\int\partial_tn_t\,d^3r=0$.

\subsection*{A case that can be done by hand}

Take two electrons in one orbital, $\psi=\sqrt\rho$. Then $\nabla\psi=\nabla\rho/(2\sqrt\rho)$, so
\begin{equation}
\tau=\frac{|\nabla\rho|^2}{4\rho},\qquad \sqrt{\tau/\rho}=\frac{|\nabla\rho|}{2\rho},
\end{equation}
and the potential is an explicit functional of the density. Consider the normalized family
\begin{equation}
\rho=\frac{e^{-pr-sr^2}}{Z},\qquad Z(p,s)=\int e^{-pr-sr^2}d^3r,
\end{equation}
with $p>0$, $s\ge0$. It runs from an exponential towards a Gaussian shape. Since $|\nabla\rho|/\rho=p+2sr$, the kinetic term without its prefactor $3c-2$ is
\begin{equation}
u(r)=\tfrac12K(p+2sr).
\end{equation}
For a small change of the parameters, the constant $Kp/2$ does no work, because the norm is fixed. What remains for one spin is
\begin{equation}
\int u\,d\rho\,d^3r=Ks\int r\,d\rho\,d^3r=Ks\,d\langle r\rangle .
\label{sdr}
\end{equation}
This has the structure of pressure times change of volume: $s$ is the force-like variable and $\langle r\rangle$ the displacement. The integral depends on how $s$ is varied while $\langle r\rangle$ changes.

To obtain the loop integral, differentiate $\ln Z$:
\begin{equation}
\partial_p\ln Z=-\langle r\rangle,\qquad
\partial_p^2\ln Z=\mathrm{Var}(r),\qquad
\partial_s\partial_p\ln Z=\mathrm{Cov}(r,r^2).
\end{equation}
Hence $d\langle r\rangle=-\mathrm{Var}(r)\,dp-\mathrm{Cov}(r,r^2)\,ds$, and Eq.~\eqref{sdr} is $A_p\,dp+A_s\,ds$ with
\begin{equation}
A_p=-Ks\,\mathrm{Var}(r),\qquad A_s=-Ks\,\mathrm{Cov}(r,r^2).
\end{equation}
The curl in the parameter plane is
\begin{align}
\partial_pA_s-\partial_sA_p
&=-Ks\,\partial_p\mathrm{Cov}(r,r^2)+K\,\mathrm{Var}(r)+Ks\,\partial_s\mathrm{Var}(r)\notag\\
&=K\,\mathrm{Var}(r)>0 .
\end{align}
The first and last terms cancel because both derivatives equal $\partial_p^2\partial_s\ln Z$. By Green's theorem, with a factor 2 for the two spins, a counterclockwise loop enclosing the area $S$ gives
\begin{equation}
W_{\rm kin}=2K\iint_S\mathrm{Var}(r)\,dp\,ds .
\label{area}
\end{equation}
The variance is positive, so no simple loop of non-zero area in this family gives zero kinetic work. On a single line, such as the exponentials at $s=0$, there is no area and the defect stays hidden.

\subsection*{Numbers for two paths}

Start at $(p,s)=(2,0)$ and end at $(1,0.5)$, with $p$ in bohr$^{-1}$ and $s$ in bohr$^{-2}$. Path A changes $p$ first, path B changes $s$ first. Going out along B and back along A is a counterclockwise loop. Direct integration of Eq.~\eqref{work} gives, in hartree:
\begin{center}
\begin{tabular}{lrrr}
 & $W_A$ & $W_B$ & $W_B-W_A$\\
LDA exchange & $-0.1023$ & $-0.1023$ & $0.0000$\\
kinetic term & $-0.0945$ & $0.0142$ & $0.1087$\\
Becke-Roussel & $-0.0606$ & $-0.1341$ & $-0.0735$
\end{tabular}
\end{center}
LDA is the control: both paths reproduce its exchange-energy difference, $-0.1023$ hartree. For the kinetic term, the area integral of the variance is $0.26455$ bohr$^{-1}$, and Eq.~\eqref{area} gives $2\times0.20547\times0.26455=0.1087$ hartree, in agreement with the direct difference.

The Becke-Roussel part is path-dependent too, with the opposite sign on this loop. For $c=1.2$ the total is
\begin{equation}
1.2\times(-0.0735)+1.6\times0.1087=0.0857\ \text{hartree}=2.33\ \text{eV}.
\end{equation}
For $c=1.0$ and $1.4$ it is $0.0352$ and $0.1362$ hartree. The total is linear in $c$ and crosses zero at
\begin{equation}
c=\frac{2\times0.1087}{3\times0.1087-0.0735}\approx0.86 .
\end{equation}
At that value this particular loop decides nothing; at any other fixed $c$ it excludes an energy functional.

\subsection*{From the line integral to the nuclei}

Now take an isolated molecule with nuclei of charge $Z_A$ at $\mathbf R_A$. Lacking an mBJ energy, I define the force on a nucleus as the electrostatic, or Hellmann-Feynman, force:
\begin{equation}
\mathbf F_A=-\int n\,\frac{\partial v_{\rm ext}}{\partial\mathbf R_A}\,d^3r+\mathbf F_A^{\rm nn},\qquad
v_{\rm ext}=-\sum_A\frac{Z_A}{|\mathbf r-\mathbf R_A|}.
\end{equation}
The nuclear repulsions $\mathbf F_A^{\rm nn}$ cancel in the sum. Moving all nuclei together is the same as moving $\mathbf r$ backwards, so $\sum_A\partial v_{\rm ext}/\partial\mathbf R_A=-\nabla v_{\rm ext}$ and
\begin{equation}
\mathbf F_{\rm net}=\sum_A\mathbf F_A=\int n\nabla v_{\rm ext}\,d^3r .
\end{equation}
Two facts turn this into a statement about exchange and correlation. First, for a bound eigenstate of $h=-\frac12\nabla^2+v_s$,
\begin{equation}
\langle\psi_i|\nabla v_s|\psi_i\rangle=\langle\psi_i|[\nabla,h]|\psi_i\rangle
=(\varepsilon_i-\varepsilon_i)\langle\psi_i|\nabla|\psi_i\rangle=0 ,
\end{equation}
so $\int n\nabla v_s\,d^3r=0$. Second, $\int n\nabla v_H\,d^3r=0$, because its double integral changes sign when the two electron positions are exchanged. With $v_s=v_{\rm ext}+v_H+v_{xc}$ and one integration by parts,
\begin{equation}
\mathbf F_{\rm net}=-\int n\nabla v_{xc}\,d^3r=\int v_{xc}\nabla n\,d^3r .
\label{net}
\end{equation}
This is a line integral of the kind in Eq.~\eqref{work}: a rigid shift by $d\mathbf a$ changes the density by $-d\mathbf a\cdot\nabla n$ and gives the work $-d\mathbf a\cdot\mathbf F_{\rm net}$. If $v_{xc}$ came from an energy that does not depend on where the molecule sits, this work and the net force would vanish.

A closed loop removes even that assumption. Take a linear molecule with net force $F$ along its axis. Shift it by $a$ along the axis, turn it by $180^\circ$ about its bond midpoint, shift it back by $a$, and turn it back about its bond midpoint, which has moved with the molecule. The first shift gives $-aF$. After the turn, both force and displacement are reversed, so the second shift also gives $-aF$. The turns contribute nothing: the density change is odd across the plane that contains the axis and is perpendicular to the motion, whereas $v_{xc}$ is even. Thus
\begin{equation}
W_{\rm loop}=-2aF .
\label{loop}
\end{equation}
Every nucleus is back where it began. A non-zero result rules out any energy functional.

This argument also covers a $c$ that is recalculated from the density, provided the rule gives the same value for a shifted or turned molecule. Then $c$ is constant along the loop, and its dependence on other density changes never enters.

\subsection*{The BH molecule}

BH is small and has no inversion centre. I solved it self-consistently with all electrons at a chosen separation of $2.3$ bohr, in a Gaussian basis with 42 axially symmetric functions. LDA correlation was added to mBJ exchange. Being a functional derivative, it does no work on the loop. Relativity and nuclear motion are left out, so the numbers compare potentials and do not predict experiment. They show that the force error can be large, but not how large it is in a particular semiconductor. Forces along the axis, positive from B towards H, are in hartree/bohr:
\begin{center}
\begin{tabular}{lrrrr}
 & $F_B$ & $F_H$ & sum & Eq.~\eqref{net}\\
LDA & $-0.0153$ & $0.0148$ & $-0.0005$ & $0.0000$\\
mBJ, $c=1.0$ & $0.0010$ & $-0.0188$ & $-0.0179$ & $-0.0174$\\
mBJ, $c=1.2$ & $0.0014$ & $-0.0660$ & $-0.0646$ & $-0.0643$\\
mBJ, $c=1.4$ & $-0.0052$ & $-0.1233$ & $-0.1286$ & $-0.1291$
\end{tabular}
\end{center}
The LDA sum of $-0.0005$ is an error of the finite basis, since the density integral vanishes. It shows how well the two forces balance, but it does not bound the error of each force or the dependence of the mBJ density on the basis, so the mBJ values may be off by several thousandths of a hartree/bohr. The mBJ sums are far larger than this imbalance and agree with Eq.~\eqref{net} to about $0.0005$ hartree/bohr. At fixed density, Eq.~\eqref{net} is linear in $c$. The computed values are not, so the change of the self-consistent density with $c$ also contributes.

For $c=1.2$ the net force in this basis is about $-3.3$ eV/\AA. With $a=1$ bohr, Eq.~\eqref{loop} gives $2\times0.06434=0.1287$ hartree, or about $3.5$ eV, per circuit. Traversed in the opposite sense, the circuit would deliver this energy each time.

For a relaxation, the separate forces are as telling as their sum. With LDA, either nucleus reports the same bond force, about $0.015$ hartree/bohr, which stretches the bond. With mBJ at $c=1.2$, the force on H compresses the bond with $0.066$ hartree/bohr, while the force on B is only about $0.001$ in this basis, too small for its sign to be trusted. Holding B fixed and relaxing H stops where the force on H vanishes; holding H fixed and relaxing B stops where the force on B vanishes. The two bond lengths agree only if the net force happens to be zero there. Subtracting the average force restores a zero sum, but the internal force that remains depends on how the excess is shared between the atoms.

\subsection*{Why the printed total energy does not help}

Whatever energy an mBJ run prints, its functional derivative cannot be the mBJ potential. Suppose it is the LDA energy evaluated with the mBJ orbitals,
\begin{equation}
E=T_s+\int v_{\rm ext}n\,d^3r+E_H+E_{xc}^{\rm LDA}+E_{\rm nn}.
\end{equation}
Move one nuclear coordinate $R$. The orbitals obey the Kohn-Sham equation with $v_s$ and stay normalized, so $dT_s/dR=-\int v_s\,\partial_Rn\,d^3r$. Therefore
\begin{align}
\frac{dE}{dR}&=\int n\,\partial_Rv_{\rm ext}\,d^3r+\frac{dE_{\rm nn}}{dR}
+\int\left(v_{\rm ext}+v_H+v_{xc}^{\rm LDA}-v_s\right)\partial_Rn\,d^3r\notag\\
&=-F_R+\int\left(v_{xc}^{\rm LDA}-v_{xc}^{\rm mBJ}\right)\partial_Rn\,d^3r .
\label{mismatch}
\end{align}
The last integral is absent when the same functional supplies energy and potential. For the H nucleus at $c=1.2$ it is $-0.0813$ hartree/bohr. The printed energy then implies a force of $-dE/dR=0.0154$ hartree/bohr, whereas the Hellmann-Feynman force is $-0.0660$. They differ even in sign: one stretches the bond, the other compresses it.

The slope of this energy can be followed by finite differences, but the result is not an mBJ geometry. Its force of $0.0154$ is close to the self-consistent LDA value of $0.0148$. The LDA energy is stationary at its own density, so the mBJ orbitals raise it only in second order in the density error. That offset need not be small; it enters the force only through its change with the bond length, and the two forces show that this change is small here. If it stays small along the bond, the scan returns nearly the LDA bond length, obtained by a more expensive route.

\subsection*{What to do, and two misleading checks}

Relax with a functional that has an energy and forces derived from it, then compute the mBJ gap at that fixed geometry. The gap needs only eigenvalue differences, so it can be computed without an energy. It cannot then be derived as a difference of total energies, and its justification is the comparison with measured gaps. It also inherits any error of the chosen structure. Phonons, elastic constants and molecular dynamics should likewise come from the functional with an energy, since they too rest on its derivatives.

A vanishing net force does not certify the potential. With inversion symmetry, $v_{xc}$ is even and $\nabla n$ is odd, so Eq.~\eqref{net} gives zero for any such potential. The spherical model densities above have this symmetry, and their work is still path-dependent.

A smooth bond scan is no certificate either. Any force that depends on one coordinate can be integrated to a curve. In BH, the curves built from the force on B and from the force on H would have different slopes at $2.3$ bohr. The full set of values is in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
K = 0.205468
Model path start (p, s) = (2.0, 0.0) (1/bohr, 1/bohr^2)
Model path end   (p, s) = (1.0, 0.5) (1/bohr, 1/bohr^2)
Path A changes p first, path B changes s first
LDA exchange: W_A = -0.102308, W_B = -0.102308, W_B-W_A = 0.000000 hartree
kinetic term: W_A = -0.094487, W_B = 0.014228, W_B-W_A = 0.108715 hartree
Becke-Roussel: W_A = -0.060618, W_B = -0.134148, W_B-W_A = -0.073530 hartree
LDA exchange energy difference = -0.102308 hartree
Area integral of Var(r) = 0.264554 1/bohr
Kinetic term, 2K times area integral = 0.108715 hartree
Full mBJ, c = 1.0: W_B-W_A = 0.035185 hartree = 0.957 eV
Full mBJ, c = 1.2: W_B-W_A = 0.085708 hartree = 2.332 eV
Full mBJ, c = 1.4: W_B-W_A = 0.136231 hartree = 3.707 eV
BH separation = 2.3 bohr, axial basis functions = 42
Forces along z, positive from B towards H, in hartree/bohr:
LDA: F_B = -0.01529, F_H = 0.01480, sum = -0.00049
LDA: net force from density integral = 0.000000
mBJ c=1.0: F_B = 0.00096, F_H = -0.01882, sum = -0.01786
mBJ c=1.0: net force from density integral = -0.017425
mBJ c=1.2: F_B = 0.00136, F_H = -0.06598, sum = -0.06462
mBJ c=1.2: net force from density integral = -0.064341
mBJ c=1.4: F_B = -0.00523, F_H = -0.12334, sum = -0.12857
mBJ c=1.4: net force from density integral = -0.129114
mBJ c=1.0: sum minus LDA sum = -0.01737 hartree/bohr
mBJ c=1.2: sum minus LDA sum = -0.06413 hartree/bohr
mBJ c=1.4: sum minus LDA sum = -0.12808 hartree/bohr
Grid change of net force, c=1.2: 3.1e-07 hartree/bohr
Net force, c=1.2 = -3.3086 eV/angstrom
Closed-loop work, shift 1 bohr, c=1.0: 0.03485 hartree = 0.948 eV
Closed-loop work, shift 1 bohr, c=1.2: 0.12868 hartree = 3.502 eV
Closed-loop work, shift 1 bohr, c=1.4: 0.25823 hartree = 7.027 eV
LDA orbitals: minus LDA-energy slope for H = 0.01480 hartree/bohr
LDA orbitals: slope excess from potential difference = 0.00000 hartree/bohr
mBJ c=1.2 orbitals: minus LDA-energy slope for H = 0.01535 hartree/bohr
mBJ c=1.2 orbitals: slope excess from potential difference = -0.08134 hartree/bohr
\end{verbatim}
